# Roughness and Dynamic Exponents of the One-Dimensional KPZ Equation: verification in Python

```python
"""
Result under test: for the one-dimensional KPZ equation
    h_t = nu h_xx + (lam/2) h_x^2 + eta,  <eta eta'> = 2 D delta(x-x') delta(t-t'),
the measure exp(-(nu/2D) int h_x^2 dx) is stationary, so alpha = 1/2; the tilt
(Galilean) symmetry leaves lam unrenormalised, and with a scaling limit of finite
nonzero tilt velocity alpha + z = 2, so z = 3/2.
Symbols: h height, u slope, A = D/nu, L ring length, a lattice spacing,
q wave number, eps mean tilt, g = lam sqrt(A a)/nu dimensionless coupling.
Edge model: nu = M gamma, lam = M f, D = M kT; the mobility M cancels when time
is expressed as the edge advance lam*t.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad

# ---------- stationarity of the Gaussian measure on a small periodic lattice
def fokker_planck_residual(use_telescoping_form, sites=5):
    """(time derivative of P)/P for the Gaussian P, computed from the definition."""
    nu, lam, D, a = sp.symbols("nu lam D a", positive=True)
    h = sp.symbols("h0:%d" % sites)
    u = [(h[i] - h[i - 1]) / a for i in range(sites)]
    log_p = -nu * a / (2 * D) * sum(s**2 for s in u)
    total = 0
    for i in range(sites):
        left, right = u[i], u[(i + 1) % sites]
        if use_telescoping_form:
            square = (left**2 + left * right + right**2) / 3
        else:
            square = ((left + right) / 2)**2
        drift = nu * (right - left) / a + lam / 2 * square
        score = sp.diff(log_p, h[i])
        total += -sp.diff(drift, h[i]) - drift * score
        total += D / a * (sp.diff(score, h[i]) + score**2)
    return sp.expand(total)

assert fokker_planck_residual(True) == 0
assert fokker_planck_residual(False) != 0

# The cubic integral vanishes in one dimension but not in two.
grid = 2 * np.pi * np.arange(32) / 32
hx_1d = -np.sin(grid) - 2 * np.sin(2 * grid + 0.4)
hxx_1d = -np.cos(grid) - 4 * np.cos(2 * grid + 0.4)
cubic_1d = np.mean(hx_1d**2 * hxx_1d)
X, Y = np.meshgrid(grid, grid, indexing="ij")
hx_2d = -np.sin(X) - np.sin(X + Y)
hy_2d = -np.sin(Y) - np.sin(X + Y)
laplacian_2d = -np.cos(X) - np.cos(Y) - 2 * np.cos(X + Y)
cubic_2d = np.mean((hx_2d**2 + hy_2d**2) * laplacian_2d)
assert abs(cubic_1d) < 1e-12 and abs(cubic_2d) > 0.1

# ---------- tilt symmetry and rescaling, on an explicit function
x, t = sp.symbols("x t", real=True)
trial = sp.sin(x) * sp.exp(-t) + x * t / 3 + sp.cos(2 * x + t)

def forcing(height, nu, lam):
    """The forcing for which the given height solves the KPZ equation."""
    return (sp.diff(height, t) - nu * sp.diff(height, x, 2)
            - lam / 2 * sp.diff(height, x)**2)

point = {x: 0.37, t: 0.52}
nu0, lam0, eps0 = 0.7, 1.9, 0.6
moved = x + lam0 * eps0 * t
tilted = trial.subs(x, moved) + eps0 * x + lam0 * eps0**2 * t / 2
tilt_error = float((forcing(tilted, nu0, lam0)
                    - forcing(trial, nu0, lam0).subs(x, moved)).subs(point))
assert abs(tilt_error) < 1e-11

b0, alpha0, z0 = 1.7, 0.8, 1.3
stretch = {x: b0 * x, t: b0**z0 * t}
rescaled = b0**(-alpha0) * trial.subs(stretch, simultaneous=True)
scaled_forcing = forcing(rescaled, nu0 * b0**(z0 - 2),
                         lam0 * b0**(alpha0 + z0 - 2))
original_forcing = forcing(trial, nu0, lam0).subs(stretch, simultaneous=True)
rescale_error = float((scaled_forcing
                       - b0**(z0 - alpha0) * original_forcing).subs(point))
assert abs(rescale_error) < 1e-11

def moving_frame_noise(memory):
    """Time-integrated noise covariance in a moving frame over that at rest.
    Exponential memory, Gaussian spatial correlation; memory is in units of
    (correlation length)/(frame speed)."""
    return quad(lambda s: np.exp(-s - (memory * s)**2 / 2), 0, np.inf)[0]

noise_short, noise_long = moving_frame_noise(0.001), moving_frame_noise(1.0)
assert abs(noise_short - 1) < 1e-4 and noise_long < 0.8

# ---------- worked example: model parameters in eV and angstrom
kT, gamma, force = 0.05, 0.05, 0.02
spacing, sites = 900.0, 256
A = kT / gamma
lam_over_nu = force / gamma
length = sites * spacing
g = lam_over_nu * np.sqrt(A * spacing)
slope_unit = np.sqrt(A / spacing)
coupling_length = 1 / (lam_over_nu**2 * A)

def ring_width(n):
    """Root-mean-square width from the covariance matrix of the Gaussian measure."""
    eye = np.eye(n)
    stiffness = 2 * eye - np.roll(eye, 1, 0) - np.roll(eye, -1, 0)
    covariance = A * spacing * np.linalg.pinv(stiffness, hermitian=True)
    return np.sqrt(np.trace(covariance) / n)

widths = {n: ring_width(n) for n in (64, 128, 256)}
for n, w in widths.items():
    assert abs(w**2 / (A * n * spacing / 12 * (1 - 1 / n**2)) - 1) < 1e-8
alpha_measured = np.log(widths[256] / widths[64]) / np.log(4)
assert abs(alpha_measured - 0.5) < 1e-3

# ---------- stochastic lattice simulation, in units a, sqrt(A a), a^2/nu
rng = np.random.default_rng(20)
replicas, steps, dt, stride = 64, 6000, 0.02, 4
mean_tilt = 0.5
modes = np.array([2, 3, 4, 6, 8, 12])
q = 2 * np.pi * modes / sites
is_tilted = np.arange(replicas) % 2 == 1
u = rng.standard_normal((replicas, sites))
u -= u.mean(axis=1, keepdims=True)
u += mean_tilt * is_tilted[:, None]
k = 2 * np.pi * np.arange(sites // 2 + 1) / sites
damping = 4 * np.sin(k / 2)**2
decay = np.exp(-damping * dt)
kick = np.sqrt(1 - decay**2)

def nonlinear_rate(slope):
    right, left = np.roll(slope, -1, 1), np.roll(slope, 1, 1)
    return g / 6 * (right - left) * (right + slope + left)

record = np.empty((steps // stride, replicas, len(modes)), complex)
variance_sum = 0.0
for step in range(steps):
    noise = rng.standard_normal((replicas, sites))
    uk = decay * np.fft.rfft(u, axis=1) + kick * np.fft.rfft(noise, axis=1)
    if step % stride == 0:
        record[step // stride] = uk[:, modes]
        variance_sum += np.mean(np.var(u, axis=1))
    u = np.fft.irfft(uk, n=sites, axis=1)
    k1 = nonlinear_rate(u)
    k2 = nonlinear_rate(u + dt / 2 * k1)
    k3 = nonlinear_rate(u + dt / 2 * k2)
    k4 = nonlinear_rate(u + dt * k3)
    u = u + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
samples = len(record)
slope_variance = variance_sum / samples
mode_power = np.mean(np.abs(record)**2) / sites
assert abs(slope_variance - 1) < 0.02
assert abs(mode_power - 1) < 0.10   # few independent stretches of the slow modes

spectrum = np.fft.fft(record, n=2 * samples, axis=0)
auto = np.fft.ifft(np.abs(spectrum)**2, axis=0)[:samples]
auto /= (samples - np.arange(samples))[:, None, None]
lag_step = stride * dt

def correlation(selection):
    mean = auto[:, selection].mean(axis=1)
    return mean / mean[0].real

def half_times(curves):
    """First lag at which each correlation falls to one half."""
    result = []
    for c in curves.T:
        j = int(np.argmax(c < 0.5))
        assert j > 0
        result.append(lag_step * (j - 1 + (c[j - 1] - 0.5) / (c[j - 1] - c[j])))
    return np.array(result)

def joint_half_times(keep):
    flat = np.abs(correlation(keep & ~is_tilted))
    tilt = np.abs(correlation(keep & is_tilted))
    return half_times((flat + tilt) / 2)

def fitted_z(times):
    # Faster modes have more independent stretches and receive more weight.
    return -np.polyfit(np.log(q), np.log(times), 1, w=np.sqrt(modes))[0]

everyone = np.ones(replicas, bool)
times = joint_half_times(everyone)
z_measured = fitted_z(times)
groups = np.arange(replicas) // 8
z_jack = np.array([fitted_z(joint_half_times(groups != j)) for j in range(8)])
z_error = np.sqrt(7 / 8 * np.sum((z_jack - z_jack.mean())**2))
# Tolerance covers sampling error and the bare diffusion left at finite q.
assert abs(z_measured - 1.5) < 0.15
assert 2 - z_measured > 3 * z_error

# Tilt velocity: phase of the correlation of slow modes in the tilted replicas.
lag_index = 25
phase = np.angle(correlation(is_tilted)[lag_index, :3])
velocity = np.mean(phase / (q[:3] * lag_index * lag_step))
lambda_ratio = velocity / (g * mean_tilt)
assert abs(lambda_ratio - 1) < 0.06   # sampling error of the phase
flat_times = half_times(np.abs(correlation(~is_tilted)))
tilt_times = half_times(np.abs(correlation(is_tilted)))
tilt_time_ratio = np.exp(np.mean(np.log(tilt_times / flat_times)))
assert abs(tilt_time_ratio - 1) < 0.12   # sampling error of the slow modes

# Effective damping relative to the bare linear damping nu q^2.
damping_ratio = np.log(2) / (times * q**2)
assert np.all(damping_ratio > 1) and damping_ratio[0] > 2 * damping_ratio[-1]
advance = times * lam_over_nu * spacing**2
linear_advance = lam_over_nu * np.log(2) * (spacing / q)**2
prefactor = times * g * q**1.5
bohr = constants.physical_constants["Bohr radius"][0] / constants.angstrom

# ---------- printed numbers
print(f"thermal energy kT = {kT:.3f} eV")
print(f"line tension gamma = {gamma:.3f} eV/angstrom")
print(f"driving force f = {force:.3f} eV/angstrom^2")
print(f"A = D/nu = {A:.3f} angstrom")
print(f"lam/nu = {lam_over_nu:.3f} 1/angstrom")
print(f"length nu^2/(lam^2 A) = {coupling_length:.2f} angstrom")
print(f"lattice spacing = {spacing:.0f} angstrom, sites = {sites}")
print(f"ring length L = {length:.0f} angstrom")
print(f"dimensionless coupling g = {g:.2f}")
print(f"rms lattice slope = {slope_unit:.4f} (no unit)")
print(f"mean h_x^2 h_xx, 1D test profile = {abs(cubic_1d):.1e} (no unit)")
print(f"mean |grad h|^2 lap h, 2D profile = {cubic_2d:.3f} (no unit)")
print(f"moving-frame noise ratio, memory 0.001 = {noise_short:.6f}")
print(f"moving-frame noise ratio, memory 1 = {noise_long:.4f}")
for n, w in widths.items():
    print(f"width, L = {n * spacing:.0f} angstrom: {w:.2f} angstrom")
print(f"width of largest ring = {widths[256] / bohr:.2f} bohr")
print(f"alpha from widths = {alpha_measured:.5f}")
print(f"simulation: {replicas} replicas, {steps} steps of {dt} a^2/nu")
print(f"simulated slope variance / Gaussian value = {slope_variance:.4f}")
print(f"simulated slow-mode power / Gaussian value = {mode_power:.3f}")
print(f"mean tilt of tilted replicas = {mean_tilt * slope_unit:.4f} (no unit)")
print(f"measured tilt velocity / (lam eps) = {lambda_ratio:.4f}")
print(f"half-decay time, tilted / untilted = {tilt_time_ratio:.3f}")
print("columns: wavelength (angstrom), half-decay advance (angstrom),")
print("  linear-theory advance (angstrom), damping/(nu q^2), prefactor")
for j, m in enumerate(modes):
    print(f"  {length / m:9.0f} {advance[j]:.3e} {linear_advance[j]:.3e}"
          f" {damping_ratio[j]:6.2f} {prefactor[j]:.3f}")
print(f"fitted z = {z_measured:.3f}, jackknife error = {z_error:.3f}")
print(f"beta = alpha/z from measured values = {alpha_measured / z_measured:.3f}")
print("done: every assertion held")
```

Running it gives:

```
thermal energy kT = 0.050 eV
line tension gamma = 0.050 eV/angstrom
driving force f = 0.020 eV/angstrom^2
A = D/nu = 1.000 angstrom
lam/nu = 0.400 1/angstrom
length nu^2/(lam^2 A) = 6.25 angstrom
lattice spacing = 900 angstrom, sites = 256
ring length L = 230400 angstrom
dimensionless coupling g = 12.00
rms lattice slope = 0.0333 (no unit)
mean h_x^2 h_xx, 1D test profile = 1.4e-15 (no unit)
mean |grad h|^2 lap h, 2D profile = -1.000 (no unit)
moving-frame noise ratio, memory 0.001 = 0.999999
moving-frame noise ratio, memory 1 = 0.6557
width, L = 57600 angstrom: 69.27 angstrom
width, L = 115200 angstrom: 97.98 angstrom
width, L = 230400 angstrom: 138.56 angstrom
width of largest ring = 261.85 bohr
alpha from widths = 0.50008
simulation: 64 replicas, 6000 steps of 0.02 a^2/nu
simulated slope variance / Gaussian value = 0.9961
simulated slow-mode power / Gaussian value = 1.008
mean tilt of tilted replicas = 0.0167 (no unit)
measured tilt velocity / (lam eps) = 0.9958
half-decay time, tilted / untilted = 0.971
columns: wavelength (angstrom), half-decay advance (angstrom),
  linear-theory advance (angstrom), damping/(nu q^2), prefactor
     115200 3.566e+06 9.320e+07  26.14 1.436
      76800 2.001e+06 4.142e+07  20.70 1.481
      57600 1.180e+06 2.330e+07  19.74 1.345
      38400 6.699e+05 1.036e+07  15.46 1.402
      28800 4.481e+05 5.825e+06  13.00 1.444
      19200 2.609e+05 2.589e+06   9.92 1.545
fitted z = 1.444, jackknife error = 0.017
beta = alpha/z from measured values = 0.346
done: every assertion held
```
